\section*{Integrating an Undamped Biaxial Macrospin by Exact Rotations}

\section{One squared component}

A small magnet whose atomic moments all point the same way is described by one unit vector $\mathbf m=(x,y,z)$, the macrospin. Suppose first that its energy is $E=bz^2$. With moment $\mu$ and gyromagnetic ratio $\gamma>0$, and without damping, temperature or applied field, it precesses in the effective field $\mathbf B=-\nabla E/\mu$:
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B
=\frac1J\,\mathbf m\times\nabla E,\qquad J=\frac{\mu}{\gamma}.
\label{eom}
\end{equation}
The two minus signs cancel. $J$ is the length of the spin angular momentum. In atomic units ($\hbar=1$, Bohr magneton $1/2$) a moment of $n$ Bohr magnetons has $\mu=n/2$ and $\gamma=g/2$, so $J=n/g$.

Here $\nabla E=2bz\,\mathbf e_z$ and $\mathbf m\times\mathbf e_z=(y,-x,0)$, hence
\begin{equation}
\dot x=\omega y,\qquad \dot y=-\omega x,\qquad \dot z=0,\qquad \omega=2bz/J .
\end{equation}
Since $z$ does not change, neither does $\omega$. The equations are those of a uniform rotation, solved for any time $t$ by
\begin{equation}
x(t)=x\cos\omega t+y\sin\omega t,\qquad y(t)=y\cos\omega t-x\sin\omega t .
\label{zrot}
\end{equation}
In $x(t)^2+y(t)^2$ the cross terms cancel, so the length is conserved. The rate is proportional to $z$: the northern and southern hemispheres turn in opposite senses, and the sphere is twisted.

For $E=ax^2$ the same argument, with $\mathbf m\times\mathbf e_x=(0,z,-y)$, gives a rotation about $x$ by the angle $\theta=2axt/J$:
\begin{equation}
y(t)=y\cos\theta+z\sin\theta,\qquad z(t)=z\cos\theta-y\sin\theta .
\label{xrot}
\end{equation}

\section{Two squares: one step by hand}

A biaxial macrospin has both terms,
\begin{equation}
E=ax^2+bz^2,\qquad a=-K_e,\quad b=K_h,\qquad K_e,K_h>0,
\end{equation}
with easy axis $x$ and hard axis $z$. Equation (\ref{eom}) is now the sum of the two torques:
\begin{equation}
\dot x=\frac{2b}{J}yz,\qquad \dot y=\frac{2(a-b)}{J}xz,\qquad \dot z=-\frac{2a}{J}xy .
\label{comp}
\end{equation}
Neither $x$ nor $z$ is constant, so no single rotation solves this. For a short time $h$, however, the two exact rotations can be applied in turn: half a step of the $x$ square, a full step of the $z$ square, and another half step of the $x$ square.

Take $K_e=1$ eV, $K_h=10$ eV and a moment of $4\times10^5$ Bohr magnetons with $g=2$. Then $J=2\times10^5\,\hbar=131.642$ eV\,ps. Start from $(0.979796,\,0,\,0.2)$ with $h=1$ ps.

The first angle is $2(-1)(0.979796)(0.5)/131.642=-0.007443$. By (\ref{xrot}), $y=0.2\sin(-0.007443)=-0.00149$ and $z=0.19999$.

The second angle is $2(10)(0.19999)/131.642=0.03038$. By (\ref{zrot}), $x=0.97930$ and $y=-0.00149-0.02977=-0.03125$, where the last digit reflects rounding of the two terms.

The third angle uses the new $x$: $2(-1)(0.97930)(0.5)/131.642=-0.007439$. It gives $y=-0.03125-0.00149=-0.03274$ and $z=0.19999-0.00023=0.19976$.

The exact solution derived next gives $y=-0.032730$ after 1 ps, against $-0.032741$ from the step. The difference is $1.1\times10^{-5}$, or 0.03\% of the distance moved in $y$.

\section{The exact motion as a reference}

Define $\phi(u)$ by $\phi(0)=0$ and $d\phi/du=\sqrt{1-k^2\sin^2\phi}$. The Jacobi functions are $\mathrm{sn}=\sin\phi$, $\mathrm{cn}=\cos\phi$ and $\mathrm{dn}=d\phi/du$. Differentiation gives $\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn}$, $\mathrm{cn}'=-\mathrm{sn}\,\mathrm{dn}$ and $\mathrm{dn}'=-k^2\mathrm{sn}\,\mathrm{cn}$. These products have the form of (\ref{comp}), which suggests, for a start at $(X,0,Z)$ with $X,Z>0$,
\begin{equation}
x=X\,\mathrm{dn}(\Omega t),\quad y=-Y\,\mathrm{sn}(\Omega t),\quad z=Z\,\mathrm{cn}(\Omega t).
\end{equation}
Insertion into the three equations of (\ref{comp}) leaves
\begin{equation}
k^2X\Omega=\frac{2K_hYZ}{J},\quad
Y\Omega=\frac{2(K_e+K_h)XZ}{J},\quad
Z\Omega=\frac{2K_eXY}{J}.
\end{equation}
Dividing the second by the third gives $Y$, multiplying them gives $\Omega$, and putting $Y/\Omega=JZ/(2K_eX)$ into the first gives $k$:
\begin{equation}
Y=Z\sqrt{1+\frac{K_h}{K_e}},\quad
\Omega=\frac{2X}{J}\sqrt{K_e(K_e+K_h)},\quad
k^2=\frac{K_hZ^2}{K_eX^2}.
\end{equation}
One turn raises $\phi$ by $2\pi$, so the period is
\begin{equation}
T=\frac{4}{\Omega}\int_0^{\pi/2}\frac{d\phi}{\sqrt{1-k^2\sin^2\phi}} .
\end{equation}

For the example $k^2=10(0.04)/0.96=0.417$, $\Omega=0.0494$ rad/ps and $Y=0.2\sqrt{11}=0.663$, an in-plane swing of $41.6^\circ$. The period is 145.0 ps, a frequency of 6.9 GHz.

Two limits show the physics. For $Z\to0$ the integral is $\pi/2$ and $T=\pi J/\sqrt{K_e(K_e+K_h)}=124.7$ ps: small swings are faster. For $k\to1$ the integral diverges. Since $E=-K_eX^2+K_hZ^2$, this is the energy $E=0$ of the saddle points $\pm\mathbf e_y$, which separates orbits around the easy axis ($E<0$) from orbits around the hard axis ($E>0$). The formulas above hold for $E<0$.

\section{The general method}

For $E=\sum_i c_im_i^2$, the exact flow of one square over time $t$ rotates $\mathbf m$ about axis $i$. With $(i,j,k)$ cyclic and $\theta=2c_im_it/J$,
\begin{equation}
m_j\to m_j\cos\theta+m_k\sin\theta,\qquad m_k\to m_k\cos\theta-m_j\sin\theta .
\end{equation}
A step applies all squares but the last for $h/2$, the last for $h$, and the others again for $h/2$ in reverse order. Every angle is computed from the current component. Each factor is a rotation, so $|\mathbf m|$ is conserved for any $h$, apart from rounding.

One square can be removed beforehand. Because $x^2+y^2+z^2=1$, subtracting $c_y$ from all three coefficients changes $E$ by a constant and leaves $a=c_x-c_y$, $b=c_z-c_y$. This saves rotations and can also reduce the error. Adding 5 eV to every coefficient of the example leaves the true motion unchanged but requires three squares. At $h=1$ ps the direction error after 200 ps then rises from $2.8\times10^{-4}$ to $3.5\times10^{-3}$. The three added torques cancel when they act together. Applied in turn they do not, and they also combine with the original two terms to change the error. That change is not always an increase: a shift of $-2$ eV lowers the same error to $1.1\times10^{-4}$, so two squares are the cheapest choice but not always the most accurate.

\section{Why the step is second order}

Let $f(\mathbf m)$ be any smooth function. Along the motion generated by an energy $G$,
\begin{equation}
\dot f=\nabla f\cdot\frac{\mathbf m\times\nabla G}{J}
=\frac1J\,\mathbf m\cdot(\nabla G\times\nabla f)\equiv\{f,G\}\equiv L_Gf .
\end{equation}
The Taylor series in time is $f(\mathbf m(t))=e^{tL_G}f$. With $P=L_A$, $Q=L_B$, $A=ax^2$ and $B=bz^2$, one step turns $f$ into
\begin{equation}
e^{hP/2}e^{hQ}e^{hP/2}f=e^{W(h)}f ,
\end{equation}
where $W$ is a power series in $h$. A step with $-h$ undoes a step with $h$, because the rotations are reversed one by one. Thus $W(-h)=-W(h)$, and only odd powers occur: $W=hW_1+h^3W_3+\dots$ The first power gives $W_1=P+Q=L_E$, the true motion. The error of one step is therefore $O(h^3)$. Up to a fixed time $t$ there are $t/h$ steps, and the smooth motion on the sphere magnifies earlier errors by a factor that depends on $t$ but not on $h$. The accumulated error is $O(h^2)$. The argument holds equally for three squares.

The direction error, meaning the distance between the computed and exact unit vectors, is at 200 ps
\begin{center}
\begin{tabular}{cc}
$h$ (ps) & direction error\\
4 & $4.5\times10^{-3}$\\
2 & $1.1\times10^{-3}$\\
1 & $2.8\times10^{-4}$\\
0.5 & $7.0\times10^{-5}$
\end{tabular}
\end{center}
Each halving of $h$ divides it by about four.

\section{The energy that is nearly conserved}

The energy error follows from $W_3$. At order $h^3$ the expansion of $e^W$ contains $W_3+(P+Q)^3/6$. The product of exponentials contains
\begin{align}
&\tfrac16P^3+\tfrac16Q^3+\tfrac18(P^2Q+QP^2)+\tfrac14PQP\nonumber\\
&\quad+\tfrac14(PQ^2+Q^2P).
\end{align}
Every word in $(P+Q)^3/6$ has coefficient $1/6$, so subtraction leaves
\begin{align}
W_3&=-\tfrac1{24}(P^2Q-2PQP+QP^2)\nonumber\\
&\quad+\tfrac1{12}(Q^2P-2QPQ+PQ^2)\nonumber\\
&=-\tfrac1{24}[P,[P,Q]]+\tfrac1{12}[Q,[Q,P]] .
\end{align}

These commutators are again motions generated by energies. The bracket is antisymmetric, obeys the product rule, and gives $\{x,y\}=-z/J$ and its cyclic partners. Hence $\{\{x,y\},z\}=0$ and likewise for the cyclic terms. The product rule extends this from the coordinates to all functions as the Jacobi identity
\begin{equation}
\{\{f,B\},A\}+\{\{B,A\},f\}+\{\{A,f\},B\}=0 .
\end{equation}
Therefore $[L_A,L_B]f=\{\{f,B\},A\}-\{\{f,A\},B\}=\{f,\{B,A\}\}$, that is, $[L_A,L_B]=L_{\{B,A\}}$. Using this twice gives $W=hL_F+O(h^5)$ with
\begin{equation}
F=E+h^2E_2,\quad
E_2=-\tfrac1{24}\{\{B,A\},A\}+\tfrac1{12}\{\{A,B\},B\}.
\end{equation}

For the brackets, $\nabla B\times\nabla A=4abxz\,\mathbf e_z\times\mathbf e_x=4abxz\,\mathbf e_y$, so $\{A,B\}=4abxyz/J$. A second bracket is the rate of change of $xyz$ under one of the twists:
\begin{align}
\{xyz,B\}&=yz\,\frac{2bzy}{J}-xz\,\frac{2bzx}{J}=\frac{2b}{J}z^2(y^2-x^2),\\
\{xyz,A\}&=xz\,\frac{2axz}{J}-xy\,\frac{2axy}{J}=\frac{2a}{J}x^2(z^2-y^2).
\end{align}
With $\{B,A\}=-4abxyz/J$ this yields
\begin{equation}
E_2=\frac{-a^2b\,x^2(y^2-z^2)+2ab^2z^2(y^2-x^2)}{3J^2}.
\label{E2}
\end{equation}

The motion generated by $F$ conserves $F$, since $\{F,F\}=0$. The step differs from that motion by $O(h^5)$, so after a time $t$ the value of $F$ has changed by at most $Cth^4$, with $C$ fixed by $a$, $b$ and $J$. Consequently
\begin{equation}
E_n-E_0=-h^2\left[E_2(\mathbf m_n)-E_2(\mathbf m_0)\right]+R,\quad |R|\le Cth^4 .
\label{err}
\end{equation}
On the sphere $x^2|y^2-z^2|\le x^2(1-x^2)\le\frac14$, and similarly $z^2|y^2-x^2|\le\frac14$. Hence
\begin{equation}
|E_n-E_0|\le\frac{h^2|ab|(|a|+2|b|)}{6J^2}+Cth^4 .
\label{bound}
\end{equation}
This is the sense in which the energy error is bounded: it stays of order $h^2$ for times up to order $h^{-2}$. The argument says nothing about infinite time.

\section{Reading the energy error}

Equation (\ref{err}) predicts the size of the error without running the method. On the example's orbit, conservation of energy and length give $x^2=0.56+10s$ and $y^2=0.44-11s$, where $s=z^2$ runs from 0 to 0.04. Inserted in (\ref{E2}), with energies in eV,
\begin{equation}
3J^2E_2=-2.464+47.2\,s+5400\,s^2 .
\end{equation}
This grows with $s$, from $-2.464$ at the in-plane turning points to $8.064$ at the start. With $3J^2=5.199\times10^4$, the largest energy error at $h=1$ ps should be $10.528/(5.199\times10^4)=2.025\times10^{-4}$ eV. The computed maximum over 4000 ps is $2.026\times10^{-4}$ eV. At $h=2$ ps it is $8.1\times10^{-4}$ eV, four times larger. The error is a periodic exchange between $E$ and $h^2E_2$. It is largest where $z=0$ and returns nearly to zero where the orbit again reaches its largest $|z|$.

The modified energy $F$ varies much less: by $1.5\times10^{-6}$ eV at $h=2$ ps and $9.2\times10^{-8}$ eV at 1 ps, a factor of 16, as $h^4$ requires.

The first term of (\ref{bound}) is $210/(6\times131.642^2)=2.0\times10^{-3}$ eV at $h=1$ ps, ten times the error on this orbit. The bound covers all starting directions, and among 40 random ones the worst error was $1.9\times10^{-3}$ eV.

In a run of 300\,000 steps of 1 ps, about 2070 periods, the largest energy error was the same to five digits as in the first 10\,000 steps. The length was off by at most $7\times10^{-14}$, which is rounding.

The direction is not protected in this way. $F$ generates a slightly different period from $E$, so each turn adds the same phase error. With $h=T/200$ the direction error is $6.4\times10^{-4}$ after 10 periods and $1.28\times10^{-3}$ after 20. There is also a limit near $E=0$. If $|E_0|$ is no larger than the energy error, the bound cannot decide whether the computed orbit circles the easy or the hard axis.

\section{What symmetry and rotations each contribute}

Without symmetry, a full $x$ twist followed by a full $z$ twist gives $e^{hP}e^{hQ}$. At order $h^2$ this contains $\frac12P^2+PQ+\frac12Q^2$, which exceeds $\frac12(P+Q)^2$ by $\frac12[P,Q]$. The conserved quantity becomes $E+\frac h2\{B,A\}=E-2abh\,xyz/J$ to leading order, and the energy error is first order in $h$. On the example's orbit $|xyz|$ reaches 0.058, so at 1 ps one expects $(20/131.642)(0.058)\approx0.009$ eV. The computed error is $9.0\times10^{-3}$ eV, some 45 times that of the symmetric step. The length is still conserved.

Conversely, second order alone does not bound the energy error. Heun's method moves $\mathbf m$ by $h$ times the mean of two torques, one at $\mathbf m$ and one at the point predicted by the first. It is also second order, but its straight displacements leave the sphere: from the same start with the same $h=1$ ps, the length is off by $3.4\times10^{-3}$ after 20 ns. Rescaling $\mathbf m$ to unit length after every step cures that, but not the energy. The energy error is then $2.7\times10^{-3}$ eV after 10 ns and $5.5\times10^{-3}$ eV after 20 ns: twice the time gives twice the error. Building the step from rotations does not cure it either. If $\mathbf m$ is rotated with the mean of the two effective fields, the length is kept, but the energy again drifts in proportion to time, by $3.5\times10^{-3}$ eV in 20 ns. Rotations preserve the length. The energy error of the split step stays bounded because each factor is the exact motion under an energy, which is what produces $F$.

\section{The model beside a memory cell}

The parameters are round values in the regime of the in-plane free layer of a magnetic tunnel junction memory cell, with a volume of $4\times10^6$ \AA$^3$ and a length of 600 \AA. They are rough, and describe no particular device. The barrier $K_e$ is 38.7 times $k_BT$ at 300 K, on the low side for long-term storage. The 145 ps period belongs to the model, and real layers break its assumptions as follows.

\emph{Damping} steadily removes energy from the motion. Gilbert damping adds $\alpha\,\mathbf m\times\dot{\mathbf m}$ to (\ref{eom}). Near $+\mathbf e_x$, to first order in $\alpha$,
\begin{align}
\dot y&=-\tfrac{2}{J}(K_e+K_h)z-\tfrac{2\alpha}{J}K_ey,\\
\dot z&=\tfrac{2}{J}K_ey-\tfrac{2\alpha}{J}(K_e+K_h)z .
\end{align}
An oscillating solution decays at half the sum of the two diagonal rates, $\alpha(2K_e+K_h)/J$. For a rough $\alpha=0.01$ the decay time is $131.642/0.12=1097$ ps. From the example's start, 0.093 eV is lost in one period, 21\% of the 0.44 eV above the minimum and about 460 times the integration error at $h=1$ ps. As the swing decays, the period falls from 145 towards 125 ps. The damped and undamped directions differ by about 0.03 after half a period, 0.09 after one and 0.26 after two. The undamped orbit thus describes such a layer for about one period at most, and long undamped runs test the integrator rather than the device.

\emph{Temperature} spreads the direction. Near the minimum $E\approx-K_e+K_ey^2+(K_e+K_h)z^2$, and the Boltzmann factor gives a root-mean-square $y$ of $\sqrt{k_BT/(2K_e)}=0.114$ at 300 K, 17\% of the largest $|y|$ of the orbit. The average over the whole well gives 0.1145.

\emph{Non-uniform motion} is not well separated. A deviation varying as $\cos(\pi s/L)$ along the length $L$ adds the exchange energy $A_{\rm ex}V(\pi/L)^2$ to both stiffnesses, $K_e$ and $K_e+K_h$. For a rough exchange stiffness $A_{\rm ex}=0.006$ eV/\AA\ this is 0.66 eV, and the mode lies at $\sqrt{1.66\times11.66/11}=1.33$ times the uniform small-swing frequency. Non-local dipolar fields are left out of this estimate. Whether a large swing excites so close a mode cannot be seen with a single vector.

\emph{Quantum spread} is negligible. Near $+\mathbf e_x$ the spin commutator gives $\sigma_y\sigma_z=1/(2J)$ in the ground state, with $J$ in units of $\hbar$. The two energies $K_e\sigma_y^2$ and $(K_e+K_h)\sigma_z^2$ are equal, as in any harmonic oscillator. Hence $\sigma_y^2=\sqrt{1+K_h/K_e}/(2J)$ and $\sigma_y=0.003$, some 40 times below the thermal spread.

The full set of computed values is in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
easy-axis barrier K_e = 1.0 eV
hard-axis energy K_h = 10.0 eV
moment = 4.0e+05 Bohr magnetons, g = 2.0
spin length J = 2.0e+05 hbar = 131.642 eV ps
volume = 4.0e+06 A^3, length = 600 A
start (x,y,z) = 0.979796, 0.0, 0.2
starting energy = -0.5600 eV
first step 1 ps, angle 1 (x) = -0.007443 rad
first step 1 ps, angle 2 (z) = 0.030385 rad
first step 1 ps, angle 3 (x) = -0.007439 rad
after one step: 0.97929843, -0.03274080, 0.19975643
elliptic, 1 ps: 0.97929880, -0.03272975, 0.19975639
elliptic k^2 = 0.41667
Omega = 0.049370 rad/ps
largest |y| = 0.6633
in-plane swing = 41.6 deg
period = 144.966 ps, frequency = 6.898 GHz
small-swing period = 124.695 ps
direction error at 200 ps, h = 4.0 ps: 4.544e-03
direction error at 200 ps, h = 2.0 ps: 1.118e-03
direction error at 200 ps, h = 1.0 ps: 2.785e-04
direction error at 200 ps, h = 0.5 ps: 6.957e-05
observed order, two squares = 2.001
three squares, common shift = 5.0 eV
three squares, error for h = 1 ps: 3.480e-03
observed order, three squares = 2.000
max energy error in 4000 ps, h = 2 ps: 8.114e-04 eV
max energy error in 4000 ps, h = 1 ps: 2.026e-04 eV
modified-energy variation, h = 2 ps: 1.481e-06 eV
modified-energy variation, h = 1 ps: 9.231e-08 eV
orders: energy 2.002, modified 4.004
order of modified-energy change per step = 5.000
unsymmetrised energy error, h = 1 ps: 9.047e-03 eV
unsymmetrised order = 1.015
leading energy bound, h = 1 ps: 2.020e-03 eV
worst of 40 random starts, h = 1 ps: 1.906e-03 eV
long run = 300000 steps of 1 ps = 2069 periods
max energy error, first 10000 steps: 2.0259e-04 eV
max energy error, whole run: 2.0259e-04 eV
max length error, whole run: 6.9e-14
direction error, h = period/200, 10 periods: 6.408e-04
direction error, h = period/200, 20 periods: 1.282e-03
Heun, length restored, energy error 10 ns: 2.740e-03 eV
Heun, length restored, energy error 20 ns: 5.474e-03 eV
Heun, length free, length error 20 ns: 3.436e-03
damping alpha = 0.01, decay time = 1097 ps
energy lost to damping in one period = 0.0934 eV
kT at 300 K = 0.02585 eV, K_e/kT = 38.7
thermal rms y = 0.1145 (harmonic 0.1137)
exchange stiffness = 0.006 eV/A
exchange energy of first mode = 0.658 eV
first non-uniform / uniform frequency = 1.326
quantum zero-point rms y = 0.00288
\end{verbatim}
